\section*{The average sign as a ratio of partition functions, derived twice}

\section{A sign that falls by the same factor}

Take an open strip of $N$ spins one half with equal antiferromagnetic exchange $J$ between first and second neighbours, at inverse temperature $\beta=2/J$. Its partition function can be written as a sum over paths, some with negative weight. If paths are drawn according to the absolute value of their weight, the mean of their signs is $0.204$ for $N=8$, $0.124$ for $N=10$ and $0.075$ for $N=12$. Each pair of added spins multiplies it by $0.607$. The number of independent paths needed to know this mean to one per cent rises from $2.3\times10^5$ to $6.4\times10^5$ to $1.8\times10^6$.

Both regularities rest on one identity and one condition. The identity is that the mean sign is a ratio of two partition functions, and so the exponential of a free-energy difference. The condition is that each added spin contributes a fixed amount to this difference. Two derivations are given below. The first uses nothing but the weights. The second uses the Hamiltonian, and shows what the free-energy difference consists of.

\section{First derivation: from the weights}

\subsection{The mean sign}

Let the partition function be an absolutely convergent sum over configurations $c$ with real weights,
\begin{equation}
Z=\sum_c W(c)>0,\qquad Z_r=\sum_c |W(c)|<\infty .
\end{equation}
Configurations of zero weight are left out, so that $s(c)=W(c)/|W(c)|=\pm1$ is defined. A negative $W$ cannot serve as a probability, but
\begin{equation}
P(c)=\frac{|W(c)|}{Z_r}
\end{equation}
can: it is non-negative and sums to one. Averages over $P$ are written $\langle\cdot\rangle_r$, where $r$ stands for the reference ensemble. Since $s|W|=W$,
\begin{equation}
\langle s\rangle_r=\sum_c s(c)\frac{|W(c)|}{Z_r}
=\frac{\sum_c W(c)}{Z_r}=\frac{Z}{Z_r}.
\label{ratio}
\end{equation}
Define free energies per particle (here, per spin) by $Z=e^{-\beta Nf}$ and $Z_r=e^{-\beta Nf_r}$. Then
\begin{equation}
\langle s\rangle_r=e^{-\beta N\Delta f},\qquad \Delta f=f-f_r\ge 0 .
\label{sign}
\end{equation}
The inequality holds because $Z=|\sum_c W|\le\sum_c|W|=Z_r$. Equation (\ref{sign}) is an identity at each finite $N$ and $\beta$. It becomes a law of exponential decay in $N$ when $\Delta f$ tends to a positive limit as $N$ grows. That is a separate physical condition, which the weights alone do not guarantee.

\subsection{The cost}

Let $\bar s$ be the mean of $M$ independent signs drawn from $P$. Because $s^2=1$ for every configuration,
\begin{equation}
\mathrm{var}\,\bar s=\frac{\langle s^2\rangle_r-\langle s\rangle_r^2}{M}
=\frac{1-\langle s\rangle_r^2}{M}.
\end{equation}
Let $\varepsilon$ be the standard error of $\bar s$ relative to $\langle s\rangle_r$. Dividing the variance by $\langle s\rangle_r^2$ gives $\varepsilon^2=(\langle s\rangle_r^{-2}-1)/M$. Solving for $M$ and inserting (\ref{sign}),
\begin{equation}
M=\frac{e^{2\beta N\Delta f}-1}{\varepsilon^2}
\simeq\frac{e^{2\beta N\Delta f}}{\varepsilon^2}
\quad\text{for }\beta N\Delta f\gg1 .
\label{cost}
\end{equation}
The factor 2 arises because the signal is $e^{-\beta N\Delta f}$ while the noise falls as $M^{-1/2}$: the signal enters squared. Run time is $M$ times the cost of one independent sample. If that cost grows no faster than a power of $N$ and $\beta$, the exponential in (\ref{cost}) governs the run time.

\subsection{Observables}

Suppose $A$ has a real estimator $a(c)$, so that $\langle A\rangle=\sum_c aW/\sum_c W$. Dividing numerator and denominator by $Z_r$,
\begin{equation}
\langle A\rangle=\frac{\langle sa\rangle_r}{\langle s\rangle_r}.
\label{reweight}
\end{equation}
The simulation returns $\bar A=\overline{sa}/\bar s$, with both means taken over the same samples. Subtracting the true value,
\begin{equation}
\bar A-\langle A\rangle=\frac{\overline{sa}-\langle A\rangle\bar s}{\bar s}
=\frac{\overline{s\,(a-\langle A\rangle)}}{\bar s}.
\end{equation}
By (\ref{reweight}) the numerator has mean $\langle sa\rangle_r-\langle A\rangle\langle s\rangle_r=0$. When $M\langle s\rangle_r^2\gg1$, the denominator may be replaced by $\langle s\rangle_r$ to leading order. Using $s^2=1$ again,
\begin{equation}
\mathrm{var}\,\bar A\simeq
\frac{\langle (a-\langle A\rangle)^2\rangle_r}{M\langle s\rangle_r^2}.
\label{obs}
\end{equation}
For $\langle A\rangle\neq0$ the number of samples at fixed relative error is therefore $e^{2\beta N\Delta f}$ times $\langle(a-\langle A\rangle)^2\rangle_r/(\varepsilon^2\langle A\rangle^2)$. The exponential rate is unchanged if this prefactor varies no faster than a power. It can fail to do so: an estimator with $a(c)=\langle A\rangle$ for every $c$ has no error at all, whatever the sign.

\subsection{Complex weights}

If $W=|W|e^{i\theta}$ and $Z$ is still positive, the steps leading to (\ref{ratio}) give $\langle e^{i\theta}\rangle_r=Z/Z_r$. Since $|e^{i\theta}|^2=1$, the variances of the real and imaginary parts for one sample add up to $1-|\langle e^{i\theta}\rangle_r|^2$. The true mean is real, so the real part alone may be used, and its variance is at most this sum. Equation (\ref{cost}) is then an upper bound on $M$. For phases close to uniformly distributed, $\langle\cos^2\theta\rangle_r\simeq\frac12$, which halves the cost and leaves the exponent as it was.

\section{Second derivation: from the Hamiltonian}

\subsection{The sign as a parity}

For the strip, split $H=D+K$ into its diagonal and off-diagonal parts in the basis of $S^z_i$ (with $\hbar=1$):
\begin{equation}
D=J\sum_{b}S^z_iS^z_j,\qquad
K=\sum_b K_b,\quad K_b=\frac J2\left(S^+_iS^-_j+S^-_iS^+_j\right),
\end{equation}
where $b=(i,j)$ runs over the $2N-3$ bonds. Each $K_b$ exchanges two antiparallel spins with matrix element $+J/2$. Introduce a real parameter $\lambda$,
\begin{equation}
H_\lambda=D+\lambda K,\qquad Z(\lambda)=\mathrm{Tr}\,e^{-\beta H_\lambda},
\qquad -1\le\lambda\le1 .
\end{equation}
Choose a constant $C$ large enough that all elements of $C-D$ are non-negative. Since $C$ commutes with everything,
\begin{equation}
Z(\lambda)=e^{-\beta C}\sum_{n=0}^\infty\frac{\beta^n}{n!}
\mathrm{Tr}\,(C-D-\lambda K)^n .
\end{equation}
Writing out the matrix products turns each trace into a sum over closed paths of $n$ steps through the basis states. A diagonal step contributes a non-negative factor, and an exchange contributes $-\lambda J/2$. A path with $k(c)$ exchanges thus has weight $(-\lambda)^{k(c)}w(c)$ with $w(c)\ge0$:
\begin{equation}
Z(\lambda)=\sum_c(-\lambda)^{k(c)}w(c).
\label{parity}
\end{equation}
The physical system is $\lambda=1$, where the sign of a path is $(-1)^{k(c)}$. At $\lambda=-1$ all weights are positive and equal to the absolute values at $\lambda=1$. The reference ensemble is therefore a real spin system, with Hamiltonian $H_{-1}=D-K$ and $Z_r=Z(-1)$.

\subsection{Counting even and odd paths}

Let $Z_e$ and $Z_o$ be the sums of $w(c)$ over paths with even and odd $k(c)$. Equation (\ref{parity}) at $\lambda=\pm1$ reads
\begin{equation}
Z=Z_e-Z_o,\qquad Z_r=Z_e+Z_o .
\end{equation}
Subtracting, $2Z_o=Z_r-Z$, so a path drawn from the reference system is odd with probability
\begin{equation}
p=\frac{Z_o}{Z_r}=\frac12\left(1-\frac{Z}{Z_r}\right).
\label{podd}
\end{equation}
Among $M$ independent paths the number $m$ of odd ones is binomial, with mean $Mp$ and variance $Mp(1-p)$. The mean sign is $\bar s=[(M-m)-m]/M=1-2m/M$. Its expectation is $1-2p=Z/Z_r$, and its variance is
\begin{equation}
\frac{4p(1-p)}{M}
=\frac1M\left(1-\frac{Z}{Z_r}\right)\left(1+\frac{Z}{Z_r}\right)
=\frac{1-(Z/Z_r)^2}{M}.
\label{binomial}
\end{equation}
The difficulty is now a matter of counting. For $N=12$ at $\beta=2/J$, the odd fraction is $(1-0.0753)/2=0.462$. The physics sits in the small excess of even over odd paths, which must be resolved against counting noise.

\subsection{The ratio as an integrated exchange energy}

It remains to find $Z/Z_r=Z(1)/Z(-1)$. Differentiate the exponential series term by term. In the $n$th power there are $n$ places where the derivative can act, and cyclic invariance of the trace makes them equal:
\begin{equation}
\frac{dZ}{d\lambda}=\sum_{n\ge1}\frac{n}{n!}
\mathrm{Tr}\left[(-\beta K)(-\beta H_\lambda)^{n-1}\right]
=-\beta\,\mathrm{Tr}\left(Ke^{-\beta H_\lambda}\right).
\end{equation}
For real $\lambda$ the matrix $H_\lambda$ is Hermitian, so $Z(\lambda)>0$. Dividing by $Z(\lambda)$ gives $d\ln Z/d\lambda=-\beta\langle K\rangle_\lambda$, with the thermal average taken for $H_\lambda$. Integration from $-1$ to $1$ gives
\begin{equation}
\frac{Z}{Z_r}=e^{-\beta N\Delta f},\qquad
\Delta f=\frac1N\int_{-1}^{1}\langle K\rangle_\lambda\,d\lambda .
\label{flow}
\end{equation}
With (\ref{binomial}), this yields (\ref{cost}) once more: the relative variance is $(e^{2\beta N\Delta f}-1)/M$, to be set equal to $\varepsilon^2$.

Equation (\ref{flow}) shows why the exponent scales with size. $K$ is a sum of $2N-3$ local terms, and each $K_b$ has eigenvalues $0$ and $\pm J/2$, so $|\langle K_b\rangle_\lambda|\le J/2$. The integral over an interval of length 2 gives $N\Delta f\le(2N-3)J$. For this model the sign can fall at most exponentially with $N$. If $\langle K_b\rangle_\lambda$ inside a long strip settles to a value independent of $N$, and its deviations near the ends die off fast enough with distance to have a finite sum, each added spin contributes a fixed amount, and the two ends contribute a constant:
\begin{equation}
\ln\langle s\rangle_r\simeq-\beta N\Delta f_{\rm bulk}+\text{constant}.
\label{bulk}
\end{equation}

The integral can also vanish. Suppose the bonds join two sublattices only, as they would without the second-neighbour exchange. Rotating the spins of one sublattice by $\pi$ about $z$ reverses their $S^\pm$, so it turns $K$ into $-K$ and leaves $D$ alone. Then $Z(\lambda)=Z(-\lambda)$ and $\Delta f=0$. The sign problem of the strip comes from its frustrated triangles.

\subsection{High and low temperature}

At high temperature the triangles can be counted. In $Z-Z_r$ the terms odd in $K$ survive, each doubled. A single $K$ has no diagonal elements, so $\mathrm{Tr}\,K=\mathrm{Tr}\,DK=\mathrm{Tr}\,D^2K=0$, and the first surviving term is
\begin{equation}
Z-Z_r\simeq 2\,\frac{(-\beta)^3}{3!}\,\mathrm{Tr}\,K^3
=-\frac{\beta^3}{3}\,\mathrm{Tr}\,K^3 .
\end{equation}
Three exchanges restore a basis state only if every site is flipped an even number of times, which requires the three bonds of a triangle. Of the eight states of a triangle, six have one spin opposed to the other two. That spin can travel round in two directions, giving $12$ closed paths of weight $(J/2)^3$. Each triangle contributes $2^N\cdot\frac{12}{8}\cdot\frac{J^3}{8}=2^N\cdot\frac{3J^3}{16}$ to the trace. The strip has $N-2$ triangles $(i,i+1,i+2)$, and $Z_r\simeq2^N$ to leading order, so
\begin{equation}
\ln\langle s\rangle_r\simeq\frac{Z-Z_r}{Z_r}\simeq-\frac{(N-2)(\beta J)^3}{16}.
\label{hot}
\end{equation}
For $N=8$ and $\beta=0.02/J$ this gives $-3.00\times10^{-6}$; the exact spectra give $-3.01\times10^{-6}$.

At low temperature and fixed $N$, each partition function is dominated by its ground level. With energies $E_0,E_{0,r}$ and degeneracies $g,g_r$,
\begin{equation}
\ln\langle s\rangle_r\to-\beta(E_0-E_{0,r})+\ln\frac{g}{g_r},
\qquad \Delta f\to\frac{E_0-E_{0,r}}{N}.
\end{equation}
For $N=8$ the limit is $0.142\,J$. If the two ground energies coincided, the sign would level off at $g/g_r$ instead of decaying with $\beta$.

\section{The strip in numbers}

Diagonalizing $H$ and $D-K$ gives the following values at $\beta=2/J$, with $M$ for $\varepsilon=0.01$.
\begin{center}
\begin{tabular}{cccc}
$N$ & $\Delta f/J$ & $\langle s\rangle_r$ & $M$\\
4 & 0.0734 & 0.556 & $2.2\times10^4$\\
8 & 0.0992 & 0.204 & $2.3\times10^5$\\
12 & 0.1077 & 0.075 & $1.8\times10^6$
\end{tabular}
\end{center}
For $N=12$ the exponent is $\beta N\Delta f=2\times12\times0.1077=2.585$, and $e^{-2.585}=0.075$. Equation (\ref{cost}) then gives $M=(0.0753^{-2}-1)/10^{-4}\simeq1.8\times10^6$.

The column $\Delta f$ still drifts at these sizes, although the sign already falls by a steady factor. Equation (\ref{bulk}) accounts for this: the constant from the ends contributes a term of order $1/N$ to $\Delta f$ and cancels from differences. The fall of $\ln\langle s\rangle_r$ is $0.4994$ from $N=8$ to $10$ and $0.4991$ from $10$ to $12$. Hence
\begin{equation}
\Delta f_{\rm bulk}\simeq\frac{0.4991\,J}{2\times2}=0.1248\,J,
\end{equation}
where the last digit is not settled. For even $N$ the fall still decreases, to $0.4990$ from $12$ to $14$; for odd $N$ it increases, from $0.4986$ ($9$ to $11$) to $0.4988$ ($11$ to $13$). The two sequences close in on about $0.4989$, which corresponds to $\Delta f_{\rm bulk}\simeq0.1247\,J$. Each added spin eventually multiplies the cost by about $e^{2\times2\times0.125}=1.65$. If the same increment persists to $N=40$, the sign there is $7\times10^{-5}$ and one per cent accuracy needs $2\times10^{12}$ samples. This is an extrapolation, not a computed spectrum.

Cooling is costly too. For $N=12$, $M$ rises from $1.8\times10^6$ at $\beta=2/J$ to $1.8\times10^{10}$ at $4/J$ and $1.3\times10^{17}$ at $8/J$.

The error formula was tested by drawing independent paths from $|W|$, in 200 batches of 1000. The relative scatter of the batch means was $0.047$, $0.087$ and $0.157$ for $N=4,6,8$, against predictions of $0.047$, $0.088$ and $0.151$. Two hundred batches fix such a scatter to about 5 per cent of its value.

The energy shows what the sign does to an observable. $H$ is invariant under rotations of all spins, so the three components of $\langle\mathbf S_i\cdot\mathbf S_j\rangle$ are equal and $\langle H\rangle=3\langle D\rangle$. The estimator $a$ is three times the diagonal energy of the path's first state. For $N=8$ its root-mean-square deviation from the true energy, taken in the reference ensemble, is $1.567\,J$. Equation (\ref{obs}) predicts an error per batch of
\begin{equation}
\frac{1.567\,J}{0.2045\times\sqrt{1000}}=0.242\,J ,
\end{equation}
and the observed value is $0.258\,J$. Part of this gap is the 5 per cent noise of 200 batches; in addition (\ref{obs}) is only the leading term in $1/(M\langle s\rangle_r^2)$, here about $1/42$, and for batches this small it underestimates the error by a few per cent. All batches together give $-2.739\,J$, where the exact energy is $-2.711\,J$. The difference of $0.028\,J$ is 1.6 times the predicted standard error $0.242\,J/\sqrt{200}=0.017\,J$. Dropping the signs gives $-2.456\,J$ from the same paths. That average is precise, but it converges to $-2.450\,J$, which is $3\langle D\rangle$ in the reference system, and more sampling does not repair it. It is not the energy of the reference system either: the relation $\langle H\rangle=3\langle D\rangle$ does not carry over to $D-K$, whose thermal energy is $-4.171\,J$.

\section{What each derivation assumes}

The first derivation needs a positive $Z$, an absolutely convergent sum and samples drawn from $|W|$. It does not ask where the weights come from. It therefore covers auxiliary-field sampling, where $W$ contains determinants that may be negative or complex and $Z_r$ need not be the partition function of any simple Hamiltonian. The price of this generality is that $\Delta f$ is merely a name for $-\ln(Z/Z_r)/(\beta N)$. Nothing in the argument shows that it has a limit for large $N$.

The second derivation assumes more: a finite real Hamiltonian whose non-zero off-diagonal elements are all positive in the chosen basis, so that the sign of a path is a parity, and whose off-diagonal part is a sum of order $N$ bounded terms. In return it identifies the reference system, bounds the exponent by a multiple of $N$ and traces it to frustrated exchange. Its binomial count does not carry over to complex phases, for which the variance argument of the first derivation is needed.

Both take the samples to be independent. Both also leave $\Delta f$ dependent on the representation, because $Z$ is fixed by the physics while $Z_r$ is not. In the eigenbasis of $H$ there are no off-diagonal elements, all path weights can be made positive by the constant $C$, and $\Delta f=0$; but finding that basis means solving the problem first. The exponential cost thus belongs to a Hamiltonian together with a way of writing its partition function as a sum. The numerical check checks (\ref{ratio}) on explicit path sums, including a case with complex phases, checks the error formulas by sampling and the two temperature limits against exact spectra. It does not test (\ref{flow}).

\section*{Computed values}
\begin{verbatim}
triangle, beta=1/J: sign from path sum       0.938124
triangle, beta=1/J: sign from Z/Zref         0.938123
flux triangle: hopping amplitude 0.5 J, phase 0.3 rad, beta=2.0/J
flux triangle: average phase from path sum   0.743788
flux triangle: average phase from Z/Zref     0.743788
zigzag strip, beta=2.0/J, target relative error 0.01
  N   f (J)      f_ref (J)  df (J)    sign      samples
  4  -0.525058  -0.598500  0.073442  0.555693  2.238e+04
  6  -0.547004  -0.637375  0.090370  0.338089  7.749e+04
  8  -0.558755  -0.657965  0.099210  0.204464  2.292e+05
 10  -0.565913  -0.670254  0.104340  0.124083  6.395e+05
 12  -0.570710  -0.678459  0.107748  0.075324  1.753e+06
fall of ln(sign), N=8 to 10:  0.499444
fall of ln(sign), N=10 to 12: 0.499149
bulk df from last increment (J): 0.124787
asymptotic cost factor per added spin: 1.6473
extrapolated to N=40: sign 6.951e-05, samples 2.070e+12
N=12:  beta (1/J)   df (J)    sign        samples
        0.5         0.013382  9.2285e-01  1.742e+03
        1.0         0.046246  5.7410e-01  2.034e+04
        2.0         0.107748  7.5324e-02  1.753e+06
        4.0         0.150212  7.3901e-04  1.831e+10
        8.0         0.157262  2.7758e-07  1.298e+17
N=8, beta=0.02/J: ln(sign) exact -3.01459e-06, triangle law -3.00000e-06
N=8, beta=200/J: df (J) 0.142053, (E0-E0ref)/N (J) 0.142053
sampling at beta=2.0/J: 200 batches of 1000 paths
  N   sign sampled  sign exact  rel.error seen  rel.error predicted
  4   0.55478       0.55569     0.04732         0.04731
  6   0.34002       0.33809     0.08679         0.08803
  8   0.20418       0.20446     0.15673         0.15139
N=8 energy (J): exact -2.71057, sampled with sign -2.73869
N=8 same estimator, sign ignored (J): exact -2.45022, sampled -2.45580
N=8 spread of estimator about exact energy (J): 1.56707
N=8 energy error per batch (J): seen 0.25782, predicted 0.24237
\end{verbatim}
